# Why grazing electrons carry much of the current in diffuse thin films: test program

```python
"""
Result under test: current in a thin metal film with fully diffuse surfaces,
resolved by direction (semiclassical, spherical Fermi surface).
  d      film thickness            lam    bulk mean free path
  kappa  d/lam                     u      |cos(theta)|, theta from film normal
  alpha  elevation above the film plane, u = sin(alpha)
  F(u)   film conductivity from directions below u, divided by bulk conductivity
  S      F(1), total film/bulk conductivity ratio;  share = F(u)/S
Claim: F(u) has a closed form in exponential integrals; for kappa -> 0 the
current is spread evenly over ln(u) between kappa and 1, so that grazing
electrons win only logarithmically.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 40
gamma = float(mp.euler)


def exp_integrals(x):
    """Return E3(x) and E5(x) by upward recurrence from E1(x)."""
    value = mp.e1(x)
    table = {1: value}
    for order in range(1, 5):
        value = (mp.exp(-x) - x * value) / order
        table[order + 1] = value
    return table[3], table[5]


def cumulative(u, kappa):
    """Closed form of F(u)."""
    u, kappa = mp.mpf(float(u)), mp.mpf(float(kappa))
    e3, e5 = exp_integrals(kappa / u)
    total = u - u**3 / 3 - (u**2 / 2 - u**4 / 4) / kappa
    total += (u**2 * e3 - u**4 * e5) / kappa
    return float(mp.mpf(3) / 2 * total)


def share(u, kappa):
    return cumulative(u, kappa) / cumulative(1.0, kappa)


def bulk_share(u):
    return (3 * u - u**3) / 2


def kernel(x):
    """Thickness-averaged response of one direction, x = kappa/u."""
    return 1 + np.expm1(-x) / x


def median_u(kappa):
    return brentq(lambda u: share(u, kappa) - 0.5, 1e-3 * kappa, 1.0,
                  xtol=1e-13)


# Model metal
density = 8e28
lam = 40e-9
d = 4e-9
kappa0 = d / lam
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
sigma_bulk = density * const.e**2 * lam / (const.hbar * k_fermi)
u10 = np.sin(np.radians(10))

# Bulk conductivity from the Fermi-surface integral
nodes, weights = np.polynomial.legendre.leggauss(20)
phi = np.arange(16) * 2 * np.pi / 16
vx_squared = (1 - nodes[:, None]**2) * np.cos(phi)[None, :]**2
solid_angle_sum = np.sum(weights[:, None] * vx_squared) * 2 * np.pi / 16
sigma_surface = (const.e**2 * k_fermi**2 * lam * solid_angle_sum
                 / (4 * np.pi**3 * const.hbar))
assert abs(sigma_surface / sigma_bulk - 1) < 1e-10

# Boltzmann equation solved by finite differences across the film
nodes, weights = np.polynomial.legendre.leggauss(60)
u_nodes, u_weights = (nodes + 1) / 2, weights / 2
steps = 2000
a = kappa0 / (2 * steps * u_nodes)
g = np.zeros_like(u_nodes)
g_mean = np.zeros_like(u_nodes)
for _ in range(steps):
    g_next = (g * (1 - a) + 2 * a) / (1 + a)
    g_mean += (g + g_next) / (2 * steps)
    g = g_next
assert np.max(np.abs(g_mean - kernel(kappa0 / u_nodes))) < 1e-6
S_difference = 1.5 * np.sum(u_weights * (1 - u_nodes**2) * g_mean)
S0 = cumulative(1.0, kappa0)
assert abs(S_difference - S0) < 1e-5

# Closed form against quadrature of the angular integrand
for kappa in (0.05, 0.1, 1.0, 5.0):
    for u in (0.1, u10, 0.6, 1.0):
        numeric = quad(lambda s: 1.5 * (1 - s*s) * kernel(kappa / s),
                       0, u, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
        assert abs(numeric - cumulative(u, kappa)) < 1e-8

# Random backward trajectories: flight ends at a bulk collision or a surface
rng = np.random.default_rng(12345)
samples = 1_000_000
mc_result = None
for kappa in (kappa0, 0.01):
    cosine = rng.uniform(-1, 1, samples)
    azimuth = rng.uniform(0, 2 * np.pi, samples)
    height = rng.uniform(0, kappa, samples)
    free_path = rng.exponential(1.0, samples)
    to_surface = np.where(cosine > 0, height, kappa - height) / np.abs(cosine)
    path = np.minimum(free_path, to_surface)
    current = 3 * (1 - cosine**2) * np.cos(azimuth)**2 * path
    for limit in (kappa, u10, 1.0):
        part = np.where(np.abs(cosine) < limit, current, 0.0)
        error = part.std() / np.sqrt(samples)
        assert abs(part.mean() - cumulative(limit, kappa)) < 5 * error
        if kappa == kappa0 and limit == 1.0:
            mc_result = (part.mean(), error)

# Thin-film laws
for kappa in (1e-3, 1e-4):
    leading = 0.75 * kappa * (np.log(1 / kappa) + 1 - gamma)
    remainder = cumulative(1.0, kappa) - leading
    assert abs(remainder / (kappa**2 / 2) - 1) < 0.02

kappa = 1e-6
for start in (1e-4, 1e-3):
    decade = cumulative(10 * start, kappa) - cumulative(start, kappa)
    assert abs(decade / (0.75 * kappa * np.log(10)) - 1) < 0.005

kappa = 1e-4
log_factor = np.log(1 / kappa) + 1 - gamma
outside_law = (np.log(1 / u10) - (1 - u10**2) / 2) / log_factor
assert abs((1 - share(u10, kappa)) / outside_law - 1) < 2e-3
long_path_constant = float(1 + 2 * exp_integrals(mp.mpf(1))[0])
assert abs(share(kappa, kappa) * log_factor / long_path_constant - 1) < 1e-4

median_constant = np.exp(-1 + gamma / 2)
for kappa in (1e-3, 1e-4, 1e-6):
    ratio = median_u(kappa) / (median_constant * np.sqrt(kappa))
    assert abs(ratio - 1) < np.sqrt(kappa)

# Grazing share exceeds bulk share and grows as the film thins
kappa_grid = np.logspace(1, -6, 36)
grazing = np.array([share(u10, k) for k in kappa_grid])
assert np.all(grazing > bulk_share(u10)) and np.all(np.diff(grazing) > 0)


def kappa_for_share(target):
    root = brentq(lambda t: share(u10, 10**t) - target, -9, 1, xtol=1e-12)
    return 10**root


kappa_half, kappa_ninety = kappa_for_share(0.5), kappa_for_share(0.9)
u_half = median_u(kappa0)
u_half_bulk = brentq(lambda u: bulk_share(u) - 0.5, 0, 1)

print(f"electron density: {density:.1e} m^-3")
print(f"bulk mean free path: {lam*1e9:.1f} nm")
print(f"film thickness: {d*1e9:.1f} nm")
print(f"kappa = d/lam: {kappa0:.3f}")
print(f"Fermi wavenumber: {k_fermi:.4e} m^-1")
print(f"bulk conductivity: {sigma_bulk:.4e} S/m")
print(f"bulk resistivity: {1e9/sigma_bulk:.3f} nOhm m")
print(f"film/bulk conductivity S, closed form: {S0:.5f}")
print(f"S, finite-difference Boltzmann: {S_difference:.5f}")
print(f"S, random trajectories: {mc_result[0]:.5f} +- {mc_result[1]:.5f}")
S_leading = 0.75 * kappa0 * (np.log(1 / kappa0) + 1 - gamma)
print(f"S, leading thin-film law: {S_leading:.5f}")
print(f"S, law with kappa^2/2 added: {S_leading + kappa0**2/2:.5f}")
print(f"film resistivity: {1e9/(sigma_bulk*S0):.2f} nOhm m")
print("elevation band: electrons %, bulk current %, film current %")
edges = [0, 10, 20, 30, 90]
for low, high in zip(edges[:-1], edges[1:]):
    u_low, u_high = np.sin(np.radians([low, high]))
    film_low = share(u_low, kappa0) if low > 0 else 0.0
    film_part = share(u_high, kappa0) - film_low
    bulk_part = bulk_share(u_high) - bulk_share(u_low)
    print(f"  {low:2d}-{high:2d} deg: {100*(u_high-u_low):.2f}, "
          f"{100*bulk_part:.2f}, {100*film_part:.2f}")
print(f"median u in film: {u_half:.4f}")
print(f"median elevation in film: {np.degrees(np.arcsin(u_half)):.2f} deg")
print(f"median elevation in bulk: "
      f"{np.degrees(np.arcsin(u_half_bulk)):.2f} deg")
print(f"median-law constant exp(-1+gamma/2): {median_constant:.4f}")
print(f"long-path constant 1+2*E3(1): {long_path_constant:.4f}")
print(f"Euler constant gamma: {gamma:.4f}")
print("kappa: S, share below 10 deg %, share u<kappa %, median deg, "
      "median/law")
for kappa in (0.5, 0.1, 0.01, 0.001, 0.0001):
    middle = median_u(kappa)
    print(f"  {kappa:g}: {cumulative(1.0, kappa):.4e}, "
          f"{100*share(u10, kappa):.2f}, {100*share(kappa, kappa):.2f}, "
          f"{np.degrees(np.arcsin(middle)):.3f}, "
          f"{middle/(median_constant*np.sqrt(kappa)):.4f}")
print(f"kappa where 10 deg window carries 50 %: {kappa_half:.4f}")
print(f"thickness for 50 %: {kappa_half*lam*1e9:.3f} nm")
print(f"kappa where 10 deg window carries 90 %: {kappa_ninety:.3e}")
print(f"formal thickness for 90 %: {kappa_ninety*lam*1e9:.3e} nm")
print(f"lowest hard-wall u at this thickness: {np.pi/(k_fermi*d):.4f}")
print(f"hard-wall subbands below Fermi level: {int(k_fermi*d/np.pi)}")
print(f"thickness where lowest u equals kappa: "
      f"{np.sqrt(np.pi*lam/k_fermi)*1e9:.3f} nm")
print("checks complete")
```

Output:

```
electron density: 8.0e+28 m^-3
bulk mean free path: 40.0 nm
film thickness: 4.0 nm
kappa = d/lam: 0.100
Fermi wavenumber: 1.3330e+10 m^-1
bulk conductivity: 5.8433e+07 S/m
bulk resistivity: 17.114 nOhm m
film/bulk conductivity S, closed form: 0.20913
S, finite-difference Boltzmann: 0.20913
S, random trajectories: 0.20942 +- 0.00052
S, leading thin-film law: 0.20440
S, law with kappa^2/2 added: 0.20940
film resistivity: 81.83 nOhm m
elevation band: electrons %, bulk current %, film current %
   0-10 deg: 17.36, 25.79, 58.91
  10-20 deg: 16.84, 23.52, 19.88
  20-30 deg: 15.80, 19.45, 10.37
  30-90 deg: 50.00, 31.25, 10.84
median u in film: 0.1268
median elevation in film: 7.28 deg
median elevation in bulk: 20.32 deg
median-law constant exp(-1+gamma/2): 0.4910
long-path constant 1+2*E3(1): 1.2194
Euler constant gamma: 0.5772
kappa: S, share below 10 deg %, share u<kappa %, median deg, median/law
  0.5: 5.2188e-01, 41.05, 82.09, 12.989, 0.6474
  0.1: 2.0913e-01, 58.91, 43.62, 7.284, 0.8167
  0.01: 3.7759e-02, 75.12, 24.22, 2.633, 0.9358
  0.001: 5.4984e-03, 82.75, 16.63, 0.871, 0.9789
  0.0001: 7.2249e-04, 86.86, 12.66, 0.279, 0.9932
kappa where 10 deg window carries 50 %: 0.2279
thickness for 50 %: 9.114 nm
kappa where 10 deg window carries 90 %: 4.857e-06
formal thickness for 90 %: 1.943e-04 nm
lowest hard-wall u at this thickness: 0.0589
hard-wall subbands below Fermi level: 16
thickness where lowest u equals kappa: 3.070 nm
checks complete
```
